# The average potential of neutral spherical atoms and zero-mean eigenvalue shifts, part 2

A periodic charge density determines its electrostatic potential only up to a constant, which is often chosen to make the cell average zero. The problem asks what this choice does to one-electron energies when two calculations are compared.

Hartree atomic units are used, with electrons counted as negative charge. Lengths are in bohr, energies in hartree (Ha) and potentials in Ha/$e$. The crystal is a superposition of unchanged, neutral, spherical atoms $a$ with charge densities $\rho_a(r)$, where $r$ is the distance from the nucleus. The integral $\int r^2|\rho_a|\,d^3r$ is assumed finite, and the moment is $M_a=\int r^2\rho_a\,d^3r$.

Each free-atom potential $\phi_a$ vanishes at infinity. Part (b) found $\int\phi_a\,d^3r=-(2\pi/3)M_a$. With atoms at $\mathbf R_a$ in a cell of volume $V$, repeated at all lattice vectors $\mathbf T$, the superposed potential and its cell average are

$$
\phi(\mathbf r)=\sum_a\sum_{\mathbf T}\phi_a(|\mathbf r-\mathbf R_a-\mathbf T|),\qquad
\bar\phi=-\frac{2\pi}{3V}\sum_aM_a .
$$

The total periodic charge density is $\rho$.

The model atoms of part (e) have a Gaussian core of charge $+Z$ and a Gaussian cloud of charge $-Z$. Their widths $\sigma_c$ and $\sigma_e$ are standard deviations along one Cartesian axis:

$$
\phi_a(r)=\frac Zr\left[
\operatorname{erf}\!\left(\frac r{\sqrt2\sigma_c}\right)
-\operatorname{erf}\!\left(\frac r{\sqrt2\sigma_e}\right)\right],
\qquad
M_a=3Z(\sigma_c^2-\sigma_e^2).
$$

| Atom | $Z$ | $\sigma_c$ (bohr) | $\sigma_e$ (bohr) | $M_a$ ($e\,$bohr$^2$) |
|---|---:|---:|---:|---:|
| A | 8 | 0.7 | 1.6 | −49.68 |
| B | 2 | 0.7 | 1.5 | −10.56 |

The oblique cell of part (e) has the vectors $(6,0,0)$, $(1,5.5,0)$ and $(0.5,-1,6.5)$ bohr. It holds atom A at the fractional coordinates $(0.11,0.23,0.31)$ and atom B at $(0.57,0.63,0.71)$.

### (f) What a periodic Poisson solver leaves out

**Question.** Solve Poisson's equation for the periodic charge density with a Fourier series. How is the solution with zero average, $\phi_{\rm zm}$, related to the superposition $\phi$? What would the omitted coefficient have been?

**Solution.** Write a periodic function as

$$
f(\mathbf r)=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
f_{\mathbf G}=\frac1V\int_{\rm cell}f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r,
$$

where $\mathbf G$ runs over the reciprocal-lattice vectors. The coefficient $f_{\mathbf 0}$ is the cell average. The Laplacian multiplies each coefficient by $-G^2$, so $\nabla^2\phi=-4\pi\rho$ becomes

$$
G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}.
$$

For $\mathbf G\ne\mathbf0$ this gives $\phi_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2$. For $\mathbf G=\mathbf0$ it reads $0=4\pi\rho_{\mathbf 0}$. Neutrality satisfies this condition, and $\phi_{\mathbf 0}$ remains free. The zero-mean convention sets it to zero.

The superposition and the zero-mean solution belong to the same charge density. They have the same coefficients for all $\mathbf G\ne\mathbf0$ and can differ in the average alone. Hence

$$
\phi_{\rm zm}(\mathbf r)=\phi(\mathbf r)-\bar\phi .
$$

For the oblique cell of part (e), the left side was computed from the charge density with a fast Fourier transform. The right side came from the sum over images and the moment formula. The largest difference at any grid point is about $10^{-14}$ Ha/$e$, which is at the level of rounding errors.

The omitted coefficient can be recovered from the small-wavevector limit of one atom. For a spherical charge, averaging $e^{-i\mathbf q\cdot\mathbf r}$ over directions gives

$$
\tilde\rho_a(q)=\int\rho_a(r)\frac{\sin(qr)}{qr}\,d^3r .
$$

At small argument $\sin x/x=1-x^2/6+\dots$. The first term gives the total charge, which is zero. The next gives $-q^2M_a/6$. Therefore

$$
\lim_{q\to0}\frac{4\pi\tilde\rho_a(q)}{q^2}
=-\frac{4\pi}{6}M_a=-\frac{2\pi}{3}M_a .
$$

The limit holds under the assumption already made. Since $|\sin x/x-1|\le x^2/6$, the integrand divided by $q^2$ is bounded by $r^2|\rho_a|/6$, whose integral is finite, and the limit may be taken inside the integral.

This is the integral found in part (b), reached by another route. Dividing by $V$ and summing over the atoms gives $\bar\phi$. The expression $0/0$ at $\mathbf G=\mathbf0$ thus has a finite value for separate spherical atoms, and the zero-mean convention replaces that value by zero.

### (g) The displacement of the eigenvalues

**Question.** An electron moves in the superposed potential. How do its eigenvalues change when $\phi$ is replaced by $\phi_{\rm zm}$? When does the change affect a comparison?

**Solution.** The electron has charge $-1$, so its electrostatic potential energy is $-\phi$. Let $w$ stand for any other part of the effective potential that does not depend on the chosen constant. The two Hamiltonians are

$$
\begin{aligned}
H&=-\tfrac12\nabla^2-\phi+w,\\
H_{\rm zm}&=-\tfrac12\nabla^2-(\phi-\bar\phi)+w=H+\bar\phi .
\end{aligned}
$$

Adding a number to a Hamiltonian leaves its eigenfunctions unchanged. If $H\psi=\varepsilon\psi$, then $H_{\rm zm}\psi=(\varepsilon+\bar\phi)\psi$, so

$$
\varepsilon_{\rm zm}=\varepsilon+\Delta,\qquad
\Delta=\bar\phi=-\frac{2\pi}{3V}\sum_aM_a .
$$

The displacement is the same for every band and every crystal momentum. With point nuclei $M_a<0$ and $\Delta>0$. The reason for the upward shift is that the superposed potential attracts electrons on average, and the convention removes this average attraction.

Energy differences within one calculation, such as band gaps and band widths, do not change. For two calculations 1 and 2,

$$
\varepsilon_{{\rm zm},1}-\varepsilon_{{\rm zm},2}
=(\varepsilon_1-\varepsilon_2)+(\Delta_1-\Delta_2).
$$

The second bracket comes from the convention. It vanishes if both calculations have the same value of $\sum_aM_a/V$, and otherwise it mixes with the physical change in the first bracket.

A small change of volume shows the size of the effect. For unchanged atoms $\Delta$ is proportional to $1/V$, so

$$
d\Delta=-\Delta\,\frac{dV}{V}.
$$

Increasing the volume by one percent lowers $\Delta$ by about one percent of its value. A strain that preserves the volume leaves $\Delta$ unchanged, provided the atomic densities are kept fixed.

### (h) One atom in three cubic cells

**Question.** Atom A is placed in cubic cells of side $L=8$, $10$ and $12$ bohr. A test electron moves in its fixed electrostatic potential, and $w=0$. Compare the lowest zero-mean level with that of the isolated atom.

**Solution.** The displacement follows from the moment. The integral of the potential of atom A is $(2\pi/3)\times49.68=104.05$ Ha bohr$^3/e$. Division by the three volumes gives

$$
\begin{aligned}
\Delta(8)&=104.0495/512=0.203222\ \text{Ha},\\
\Delta(10)&=104.0495/1000=0.104050\ \text{Ha},\\
\Delta(12)&=104.0495/1728=0.060214\ \text{Ha}.
\end{aligned}
$$

In electronvolts these are $5.53$, $2.83$ and $1.64$ eV.

The levels were found independently of this formula. The charge density, including periodic images, was put on uniform grids of $21^3$, $27^3$ and $33^3$ points for the three cells. A fast Fourier transform gave the zero-mean potential. The Hamiltonian was represented on the same grid, with the kinetic energy applied in reciprocal space, and its lowest eigenvalue at zero crystal momentum was obtained by an iterative diagonalization.

For the isolated atom, the radial function $r\psi(r)$ was represented on 240 points with a sine basis, and it was required to vanish at $r=16$ bohr. The potential was the formula of part (e), which vanishes at infinity. The lowest level is $-2.177938$ Ha. The results for the cells are as follows, with energies in hartree.

| $L$ (bohr) | $\varepsilon_{\rm zm}$ | $\varepsilon_{\rm zm}-\Delta$ |
|---:|---:|---:|
| 8 | −1.974740 | −2.177962 |
| 10 | −2.073888 | −2.177938 |
| 12 | −2.117724 | −2.177938 |

The raw levels in the smallest and largest cells differ by

$$
-1.974740-(-2.117724)=0.142984\ \text{Ha}=3.89\ \text{eV}.
$$

Read without regard to the convention, this would look like a large effect of the neighbouring atoms. The difference of the displacements is $0.203222-0.060214=0.143008$ Ha. What remains after subtraction is $-2.4\times10^{-5}$ Ha.

Measured from the isolated-atom level, the corrected levels on these grids deviate by $-2.4\times10^{-5}$, $-1.2\times10^{-7}$ and $-6\times10^{-9}$ Ha as the cell grows. The last two values contain grid error: on finer grids they settle at $-1.1\times10^{-7}$ and $-1.1\times10^{-9}$ Ha, while the first does not change in the digits shown. The converged deviations have two parts, both falling rapidly with distance. The potentials of the neighbouring atoms, averaged over the bound state, give $-1.7\times10^{-5}$, $-2.6\times10^{-8}$ and $-1.4\times10^{-11}$ Ha. Tunnelling between cells, measured as half the difference between the levels at the centre and at the corner of the Brillouin zone, gives $-7.1\times10^{-6}$, $-8.8\times10^{-8}$ and $-1.1\times10^{-9}$ Ha.

The contrast with the raw levels is nevertheless clear. Their distance from the isolated level falls as slowly as $1/V$, and at $L=12$ bohr it is still $0.060$ Ha. Enlarging the cell is an inefficient way to remove a constant that can be subtracted.

### (i) A distant spectator and the width of the core

**Question.** Atom B is added at the centre of the cube with $L=12$ bohr, while atom A stays at the corner. What happens to the level of atom A? Also, how does $\Delta$ depend on the width chosen for a smeared nucleus?

**Solution.** The volume is unchanged, but the sum of moments gains $M_B$. The expected change of the zero-mean level is

$$
\delta\Delta=-\frac{2\pi}{3V}M_B
=\frac{2\pi}{3}\,\frac{10.56}{1728}=0.012799\ \text{Ha}.
$$

The same grid calculation as before, now with both atoms, gives a lowest level of $-2.104925$ Ha. Without atom B it was $-2.117724$ Ha. The computed rise is $0.012799$ Ha, or $0.35$ eV, in agreement with the formula.

This rise is not due to a force or field of atom B at the position of atom A. The atoms are $12\sqrt3/2=10.39$ bohr apart. Since $1-\operatorname{erf}x\le e^{-x^2}$ for $x\ge0$, the potential of one atom B at distance $d$ satisfies

$$
0<\phi_B(d)\le\frac{2}{d}\,e^{-d^2/(2\sigma_e^2)} .
$$

Here $d^2=108$ and $2\sigma_e^2=4.5$, so the exponential is $e^{-24}$. This bound refers to the position of the nucleus and to one atom B. The bound state extends towards its eight B neighbours, and their potentials averaged over the state shift the level by about $-3\times10^{-10}$ Ha. This direct effect is far too small to explain the rise. It also has the wrong sign, because a positive potential lowers the energy of an electron. The level moves because the potential near atom B changes the average that the convention subtracts everywhere.

The width of the core matters for a similar reason. In atom A the cloud contributes $-61.44$ to the moment and the core $+11.76$. The finite core therefore makes $\Delta$ smaller by $11.76/61.44$, or about 19 percent, compared with a point nucleus inside the same cloud.

In practice a smeared nucleus can be a numerical device. The Poisson solver treats the smooth charge, and a short-range term restores the potential of the point nucleus. Suppose that this short-range term is added with its own average retained, while the average of the smooth part is set to zero. The physical potential is then the same for every width $\sigma$ of the smearing, apart from a constant. For one atom with electron density $n$, that constant raises the levels by

$$
\Delta_\sigma=-\frac{2\pi}{3V}\left(3Z\sigma^2-\int r^2n\,d^3r\right)
=\frac{2\pi}{3V}\int r^2n\,d^3r-\frac{2\pi Z\sigma^2}{V}.
$$

Two calculations of the same crystal with different smearing widths can thus report different absolute levels. The difference is removed by subtracting $\Delta_\sigma$ in each.

### (j) The electrostatic energy

**Question.** If the eigenvalues depend on the convention, does the electrostatic energy of the cell depend on it too? How can a total energy built from eigenvalues be unaffected?

**Solution.** The electrostatic energy per cell of a smooth periodic charge is

$$
U=\frac12\int_{\rm cell}\rho\,\phi\,d^3r .
$$

Adding a constant $c$ to the potential changes it by

$$
\delta U=\frac c2\int_{\rm cell}\rho\,d^3r=0,
$$

because the cell is neutral. The positive and negative charges respond with opposite signs, and their contributions cancel.

For atom A in the cell with $L=12$ bohr, the zero-mean potential gives $U=7.835802$ Ha. Radial integration for the isolated atom, with the potential vanishing at infinity, gives $7.835804$ Ha. They differ by $2\times10^{-6}$ Ha, although the two potentials differ by $0.060$ Ha/$e$. The small difference is not due to the convention. It is the interaction of the atom with its six nearest images, whose clouds overlap slightly. Its dominant term per cell is $-3Z^2\left[1-\operatorname{erf}(L/2\sigma_e)\right]/L=-1.8\times10^{-6}$ Ha. The energy includes the self-energies of the smooth core and cloud. It is an energy of this charge model, not the binding energy of an atom.

Consider a Kohn–Sham calculation with $N$ electrons per cell, a local effective potential $v_{\rm eff}$ and an exchange-correlation energy that depends on the density alone. The sum of the occupied eigenvalues rises by $N\Delta$. This sum contains the full interaction of the electrons with $v_{\rm eff}$. To recover the kinetic energy one subtracts $\int_{\rm cell}n\,v_{\rm eff}\,d^3r$, where $n$ is now the electron density of the crystal. That integral also rises by $N\Delta$, so the kinetic energy is unchanged. The total energy then follows by adding $U$ and any terms that depend on the density alone, none of which sees the constant. The cancellation requires the same convention in the eigenvalues and in the subtracted integral.

### (k) A self-consistent crystal

**Question.** In a real crystal the atoms change their densities when they come together. What does the formula still determine, and can the corrected eigenvalues be read as energies relative to the vacuum?

**Solution.** Divide the charge density into reference atoms and a remainder,

$$
\rho=\sum_{a,\mathbf T}\rho_a+\delta\rho .
$$

Both parts are neutral in each cell. The remainder describes bonding and charge transfer, and it is in general not a sum of separate spherical neutral charges. A Poisson solver can still give it a zero-mean potential $\delta\phi_{\rm zm}$. The full zero-mean potential is

$$
\phi_{\rm zm}=\left(\phi-\bar\phi\right)+\delta\phi_{\rm zm},
$$

where $\phi$ is the superposition of the reference atoms. Subtracting $\Delta=\bar\phi$ from the eigenvalues restores the natural zero of the atomic part. The remainder keeps its zero average, which is a convention and not a property of the crystal.

The result also depends on the choice of reference atoms. Add to one atom per cell a neutral spherical charge $\eta(r)$ with moment $M_\eta$, and subtract the same charge from $\delta\rho$. The total density is unchanged, and so are the zero-mean eigenvalues. The displacement computed from the reference atoms, however, changes by

$$
\delta\Delta=-\frac{2\pi}{3V}M_\eta .
$$

This depends on the volume, so it does not cancel when two volumes are compared. The same reference atoms should be used in both calculations. Even then, the corrected levels are measured from a stated reference and not from the vacuum.

In the following idealized case the vacuum enters directly. Consider a large finite crystal made of unaltered spherical neutral atoms. Every atomic potential vanishes at infinity, so their sum vanishes far outside the crystal. Deep inside, the missing distant atoms would have contributed a vanishing amount to the cell average, because the integral of $|\phi_a|$ converges. The average potential in the interior, relative to the vacuum, is therefore $\bar\phi$ for any orientation of the surface.

A real surface rearranges its charge and can form a dipole layer, which changes the potential step between the interior and the vacuum. Absolute energies then require a calculation that contains the surface. The moment formula supplies the part of the constant that belongs to the reference atoms.
